# Electric Enthalpy of a Periodic Insulator and Its Overlap-Derivative Field Term, part 1

(Sections cited here and not found follow in the second part.)

## First half: the functional and its derivative

### Definitions and conventions

Hartree atomic units are used, and the electron has charge $-1$. Vectors are printed without special type. The crystal has primitive vectors $a_i$, reciprocal vectors $b_j$ with $a_i\cdot b_j=2\pi\delta_{ij}$, and cell volume $\Omega$. The mesh has $N=N_1N_2N_3$ points with equal spacings

$$\Delta_i=b_i/N_i ,\qquad N_i\ge 3 .$$

The occupied Bloch states are $\psi_{nk}(r)=e^{ik\cdot r}u_{nk}(r)$, $n=1,\dots,n_{\rm occ}$, each with occupation $f$; $f=2$ when both spins share an orbital. The functions $u_{nk}$ are periodic in the cell, and $\langle u|v\rangle$ is an integral over one cell. The periodic gauge $\psi_{n,k+G}=\psi_{nk}$ means

$$u_{n,k+G}(r)=e^{-iG\cdot r}u_{nk}(r). \tag{1}$$

The overlap matrix between two points, and the phase of its determinant, are

$$M_{mn}(k,k')=\langle u_{mk}|u_{nk'}\rangle ,\qquad \varphi(k,k')={\rm Im}\ln\det M(k,k'). \tag{2}$$

Because $M(k',k)=M(k,k')^\dagger$, the phase is antisymmetric: $\varphi(k',k)=-\varphi(k,k')$ modulo $2\pi$.

Let $E$ be the Kohn–Sham energy per cell, including the ion–ion energy, computed with the periodic Hartree potential. Let $\mathcal E$ be the macroscopic field inside the material, which is held fixed. For ions of charge $Z_I$ at $R_I$, the cell dipole $d=\Omega P$ is defined on the mesh by

$$d=\sum_I Z_IR_I+\sum_{i=1}^3 a_i\,\frac{f}{2\pi}\,\frac{N_i}{N}\sum_k\varphi(k,k+\Delta_i), \tag{3}$$

and the electric enthalpy per cell is

$$F=E-\mathcal E\cdot d . \tag{4}$$

**Assumptions.**

- (A1) At each $k$ the same number of bands is occupied, a gap separates them from the empty bands at zero field, and a smooth periodic gauge exists. The state at finite field is reached continuously from this one.
- (A2) The potentials are local or norm-conserving, so that the orbitals are orthonormal without an additional overlap operator. The exchange-correlation energy depends on the density and its gradients.
- (A3) $M(k,k\pm\Delta_i)$ is invertible on all links.
- (A4) Ions and cell are fixed while the electronic states are varied.

**Remark on the choice of $F$.** An electron in the field has potential energy $+\mathcal E\cdot r$, because the force on it is $-\mathcal E$. An ion has energy $-Z_I\mathcal E\cdot R_I$. Summed over a finite neutral sample this gives minus the field times the total dipole, hence $-\mathcal E\cdot d$ per bulk cell. The potential $\mathcal E\cdot r$ cannot be put into a periodic Hamiltonian, but its energy can be written with $d$.

The energy of the macroscopic field adds $\Omega\mathcal E^2/8\pi$ to $E$. With the displacement field $D=\mathcal E+4\pi P$, the Legendre transform at fixed $\mathcal E$ is

$$E+\frac{\Omega\mathcal E^2}{8\pi}-\frac{\Omega\,\mathcal E\cdot D}{4\pi}
=E-\Omega P\cdot\mathcal E-\frac{\Omega\mathcal E^2}{8\pi}.$$

The last term does not depend on the electronic states and is omitted from (4). Formula (4) is used here only for a fixed cell. Fixed $\mathcal E$ then describes the interior of a uniform capacitor film with a prescribed voltage drop across it; electrode and interface effects lie outside this description. If the film thickness changes, fixed field and fixed voltage are different conditions, and the omitted field energy must be treated accordingly.

### Theorem 1 (derivative of the electric enthalpy)

Define the dual states of a neighbour $k'$ with respect to $k$ by

$$|\tilde u_{m,k'}\rangle=\sum_n|u_{nk'}\rangle\,[M(k,k')^{-1}]_{nm}, \tag{5}$$

and let $Q_k=1-\sum_m|u_{mk}\rangle\langle u_{mk}|$. Let $E$ be extended to non-orthonormal sets of orbitals by evaluating it after orthonormalization. Then, at an orthonormal set, $\delta F=2\,{\rm Re}\sum_{mk}\langle\delta u_{mk}|g_{mk}\rangle$ with

$$|g_{mk}\rangle=\frac fN\Big[Q_kH_k|u_{mk}\rangle+|v_{mk}\rangle\Big], \tag{6}$$

$$|v_{mk}\rangle=\sum_i\frac{iN_i\,\mathcal E\cdot a_i}{4\pi}
\Big(|\tilde u_{m,k+\Delta_i}\rangle-|\tilde u_{m,k-\Delta_i}\rangle\Big). \tag{7}$$

Here $H_k=e^{-ik\cdot r}He^{ik\cdot r}$ is the Kohn–Sham Hamiltonian with the potential of the current density. The expression $v_{mk}$ is the electronic field term.

The proof needs four lemmas. The first two show that (3) is the dipole; the other two give its derivative.

### Lemma 1 (Wannier centres)

*In one dimension, with cell length $a$ and a smooth periodic gauge, the centre of the Wannier function of band $n$ is*

$$\bar x_n=\frac a{2\pi}\int_0^{2\pi/a}dk\,\langle u_{nk}|i\partial_ku_{nk}\rangle. \tag{8}$$

*Proof.* Take $W_n=(a/2\pi)\int dk\,e^{ikx}u_{nk}$. The orthogonality of Bloch states over the whole line is

$$\int dx\,\psi_{nk}^*\psi_{nk'}=\langle u_{nk}|u_{nk}\rangle\sum_Re^{i(k'-k)R}=\frac{2\pi}a\,\delta(k-k')$$

within one zone, so $W_n$ is normalized. Since $xe^{ikx}=-i\partial_ke^{ikx}$, integration by parts gives

$$xW_n=\frac a{2\pi}\int dk\,(-i\partial_ke^{ikx})u_{nk}
=\frac a{2\pi}\int dk\,e^{ikx}\,i\partial_ku_{nk}.$$

The boundary term is proportional to the difference of $\psi_{nk}$ at the two ends of the zone, which vanishes by (1). Taking the product with $W_n$ and using the same orthogonality leaves one $k$ integral with prefactor $(a/2\pi)^2(2\pi/a)=a/2\pi$. This is (8). ∎

Let $A_{mn}=i\langle u_m|\partial_ku_n\rangle$. The sum of the centres is $(a/2\pi)\int dk\,{\rm tr}A$. A smooth periodic mixing $u\to uU(k)$ of the occupied states gives

$${\rm tr}A\to{\rm tr}A+i\,{\rm tr}(U^{-1}\partial_kU)={\rm tr}A-\partial_k\arg\det U .$$

The phase of $\det U$ changes by $2\pi$ times an integer across the zone. The sum of centres is therefore defined modulo $a$, and the electronic dipole modulo $fa$. This is the polarization quantum for the one-dimensional cell.

### Lemma 2 (from the integral to overlaps)

*With $\Delta k=2\pi/(Na)$,*

$$\sum_n\bar x_n=-\frac a{2\pi}\sum_k\varphi(k,k+\Delta k)+O(\Delta k^2),\quad\text{modulo }a. \tag{9}$$

*Proof.* Fix a midpoint $\kappa$ and put $h(s)=\varphi(\kappa-s/2,\kappa+s/2)$. By antisymmetry $h(-s)=-h(s)$, so the Taylor series of $h$ has odd powers only. At $s=0$ the overlap is the unit matrix, and its derivative is

$$-\tfrac12\langle\partial_ku_m|u_n\rangle+\tfrac12\langle u_m|\partial_ku_n\rangle
=\langle u_m|\partial_ku_n\rangle=-iA_{mn}.$$

The first equality follows by differentiating $\langle u_m|u_n\rangle=\delta_{mn}$. Since $\delta\ln\det M={\rm tr}\,\delta M$ at $M=1$, and ${\rm tr}A$ is real,

$$h(\Delta k)=-\Delta k\,{\rm tr}A(\kappa)+O(\Delta k^3).$$

There are $N\propto1/\Delta k$ links, so the cubic terms add up to $O(\Delta k^2)$. The linear terms form the midpoint rule for $-\int dk\,{\rm tr}A$, whose error for a smooth integrand is at most of the same order. ∎

The electronic dipole is minus $f$ times the sum of the centres. The minus signs cancel, and the electronic part of (3) is positive: in one dimension it is $(fa/2\pi)\sum_k\varphi(k,k+\Delta k)$.

In three dimensions write $k=\sum_i\kappa_ib_i$. Then $\partial/\partial\kappa_i=b_i\cdot\nabla_k$, and $d^3k=[(2\pi)^3/\Omega]\,d^3\kappa$. The argument of Lemma 1 gives

$$b_i\cdot\sum_n\bar r_n=\int d^3\kappa\,\sum_n\langle u_n|i\partial_{\kappa_i}u_n\rangle .$$

Along direction $i$, the integral over one string becomes minus the sum of its link phases. There are $N/N_i$ strings, so averaging over them gives $-(N_i/N)\sum_k\varphi(k,k+\Delta_i)$. Since any vector satisfies $r=\sum_ia_i(b_i\cdot r)/2\pi$, multiplication by $-f$ gives the electronic part of (3), also for an oblique cell. The phases of neighbouring strings must be taken on one continuous branch; independent reductions modulo $2\pi$ could put different strings on different branches.

### Lemma 3 (invariance under mixing)

*If the occupied set at each mesh point is multiplied by an invertible matrix $B_k$, with $B_{k+G}=B_k$, then $d$ is unchanged up to integer multiples of the vectors $fa_iN_i/N$, each of which is the effect of a jump of $2\pi$ in one string phase.*

*Proof.* The overlap becomes $B_k^\dagger M(k,k')B_{k'}$. Its determinant has the phase

$$\varphi(k,k')-\arg\det B_k+\arg\det B_{k'}.$$

Around a string closed by (1), each $\arg\det B_k$ occurs once with each sign. The sum is unchanged modulo $2\pi$. ∎

The matrices need not be unitary. Thus $d$ depends on the occupied subspaces alone, and (3) can be differentiated without a correction for loss of orthonormality. For mixings continuously connected to the unit matrix, the branch-followed $d$ does not change at all, because a continuous quantity restricted to discrete jumps is constant.

### Lemma 4 (derivative of the string phase)

*For direction $i$, the variation of $\sum_k\varphi(k,k+\Delta_i)$ when the states at one point $k$ change is*

$$\delta\sum\varphi={\rm Im}\sum_m\langle\delta u_{mk}|
\big(|\tilde u_{m,k+\Delta_i}\rangle-|\tilde u_{m,k-\Delta_i}\rangle\big). \tag{10}$$

*Proof.* First,

$$\det(M+\delta M)=\det M\,\det(1+M^{-1}\delta M)
=\det M\,[1+{\rm tr}(M^{-1}\delta M)+O(\delta M^2)],$$

so $\delta\ln\det M={\rm tr}(M^{-1}\delta M)$. The point $k$ belongs to two links of the string. For the link to $k_+=k+\Delta_i$ the change is $\delta M_{mn}=\langle\delta u_{mk}|u_{nk_+}\rangle$, and

$$\delta\varphi(k,k_+)={\rm Im}\sum_{mn}[M(k,k_+)^{-1}]_{nm}\langle\delta u_{mk}|u_{nk_+}\rangle
={\rm Im}\sum_m\langle\delta u_{mk}|\tilde u_{m,k_+}\rangle .$$

The other link starts at $k_-=k-\Delta_i$. Its phase is $\varphi(k_-,k)=-\varphi(k,k_-)$. The same calculation applies to $\varphi(k,k_-)$, and the minus sign produces the second term of (10). ∎

### Proof of Theorem 1

For a complex number $z$, ${\rm Im}\,z=2\,{\rm Re}(-iz/2)$. In the form $2\,{\rm Re}\langle\delta u|\cdot\rangle$, the vector belonging to (10) is therefore $-(i/2)(\tilde u_+-\tilde u_-)$. The field energy $-\mathcal E\cdot d$ multiplies it by $-\mathcal E\cdot a_i\,fN_i/(2\pi N)$, and

$$-\mathcal E\cdot a_i\,\frac{f}{2\pi}\frac{N_i}N\Big(-\frac i2\Big)
=\frac fN\,\frac{iN_i\,\mathcal E\cdot a_i}{4\pi}.$$

Summation over $i$ gives the field part of (6).

For the energy part, the density is $n=(f/N)\sum_{mk}|u_{mk}|^2$. An explicit one-body operator contributes $(f/N)\,2\,{\rm Re}\langle\delta u|\cdot|u\rangle$. A density functional contributes $\int v\,\delta n$, where $v$ is its functional derivative, with $\delta n=(f/N)\sum2\,{\rm Re}(\delta u^*u)$. Together they give $(f/N)H_k|u_{mk}\rangle$ for variations that preserve orthonormality.

Now split a general variation as $\delta u_m=\sum_lu_lB_{lm}+\eta_m$ with $Q_k\eta_m=\eta_m$. The first part is an infinitesimal mixing of occupied states, which leaves the extended $E$ unchanged. The second preserves orthonormality to first order, because $\langle\eta_l|u_m\rangle=0$. Hence only $\langle\eta_m|H_k|u_m\rangle=\langle\delta u_m|Q_kH_k|u_m\rangle$ survives. This completes (6). ∎

**Remark on the projection.** Definition (5) gives

$$\langle u_{lk}|\tilde u_{mk'}\rangle=\sum_nM_{ln}(k,k')[M(k,k')^{-1}]_{nm}=\delta_{lm}. \tag{11}$$

The two dual states in (7) have equal occupied components, so $\langle u_{lk}|v_{mk}\rangle=0$. No projector is needed in front of the field term. The cancellation is the derivative form of Lemma 3.

**Numerical test of the derivative.** In a one-dimensional model with two occupied bands, specified in the second half, disturbed states away from stationarity were displaced in a random direction. A central difference of the dipole and formula (10) both gave $-2.83815$ a.u. The full enthalpy, at a deliberately strong field of $0.05$ a.u. and with a density-dependent potential, gave $11.87236$ a.u. by both routes. For an oblique three-dimensional cell with unequal $N_i$, the field term gave $-0.020031$ a.u. by both routes. The last test shows that (7) follows from (3) by differentiation on a mesh with three directions and unequal $N_i$. Both routes contain the same weights $N_i\,\mathcal E\cdot a_i$, so it does not test these weights themselves; they rest on the derivation after Lemma 2.

## Second half: stationary states, limits and a worked crystal

### Symbols and results carried over

The enthalpy per cell is $F=E-\mathcal E\cdot d$, where $d$ contains the phases $\varphi={\rm Im}\ln\det M$ of overlaps between neighbouring mesh points. $H_k$ is the Kohn–Sham Hamiltonian, $Q_k$ projects on the empty states, $f$ is the occupation and $N$ the number of mesh points. The derivative of $F$ is $(f/N)(Q_kH_ku_{mk}+v_{mk})$, where the field term $v_{mk}$ has no occupied component. In one dimension $\Delta k=2\pi/(Na)$, so that $Na/4\pi=1/(2\Delta k)$ and

$$v_{mk}=\mathcal E\,w_{mk},\qquad
w_{mk}=\frac i{2\Delta k}\big(\tilde u_{m,k+\Delta k}-\tilde u_{m,k-\Delta k}\big), \tag{12}$$

with $\tilde u_{m,k'}=\sum_nu_{nk'}[M(k,k')^{-1}]_{nm}$. The electronic dipole is $(fa/2\pi)\sum_k\varphi(k,k+\Delta k)$, defined modulo $fa$.

### Theorem 2 (Hermitian form of the stationarity condition)

*Define*

$$K_k=\sum_m\big(|v_{mk}\rangle\langle u_{mk}|+|u_{mk}\rangle\langle v_{mk}|\big). \tag{13}$$

*This operator is Hermitian and independent of the choice of orthonormal occupied states at $k$ and at its neighbours. $F$ is stationary if and only if, at every $k$, the occupied space is invariant under $H_k+K_k$.*

*Proof.* Hermiticity is evident. Under unitary mixings $U$ at $k$ and $U'$ at a neighbour, the overlap becomes $U^\dagger MU'$. The dual states, written as a row, become

$$u'U'(U^\dagger MU')^{-1}=u'U'U'^{-1}M^{-1}U=\tilde u'U .$$

Thus $v_k\to v_kU$, and $\sum_m|v_m\rangle\langle u_m|$ is unchanged because $UU^\dagger=1$. Next, $\langle v_l|u_m\rangle=0$ implies

$$K_k|u_{mk}\rangle=|v_{mk}\rangle+\sum_l|u_{lk}\rangle\langle v_{lk}|u_{mk}\rangle=|v_{mk}\rangle .$$

The derivative of $F$ is therefore $(f/N)Q_k(H_k+K_k)u_{mk}$. It vanishes for all $m$ precisely when $H_k+K_k$ maps the occupied space into itself. ∎

The occupied states can be chosen as eigenvectors of $H_k+K_k$. This is not an ordinary band problem at one $k$, since $K_k$ depends on the occupied states at $k$ and at its neighbours. The calculation below builds $K_k$ and the density from the current states, diagonalizes, and repeats until the derivative of $F$ vanishes within numerical tolerance.

The derivative of the electric enthalpy on a finite mesh is now known, and its vanishing has been put in the form of a Hermitian operator that leaves the occupied space invariant. What remains is to examine the dense-mesh limit, the response to the field and the loss of the local minimum, and to test the method on a model crystal against a finite chain.
